\section*{High-temperature vibrational free-energy difference between silicide polymorphs}

\section{Vibrational free energy of two polymorphs}

\subsection{What dimensions and classical counting allow}

Let A and B be two crystal forms of one silicide, with the same composition and the same number of atoms. Each is taken as harmonic and dynamically stable, at its own fixed volume. In normal coordinates each crystal is a set of independent oscillators of angular frequencies $\omega$, so its vibrational free energy is a sum over modes. One mode supplies a single dimensionless quantity, $x=\hbar\omega/kT$, with $k$ Boltzmann's constant. Hence
\begin{equation}
F=kT\sum_i\phi(x_i),\qquad x_i=\frac{\hbar\omega_i}{kT}.
\label{eq:dim}
\end{equation}

In the classical limit Planck's constant enters the partition function through the phase-space cell alone, as one factor $1/(2\pi\hbar)$ per mode. Equal crystals have equal numbers of modes, so these factors cancel in $F_B-F_A$. Multiplying $\hbar$ by any number $s$ must therefore leave the difference unchanged. Applied to one mode in each crystal, this means that $\phi(sx)-\phi(x)$ has the same value $g(s)$ for every $x$. Differentiating with respect to $s$ and setting $s=1$ gives
\begin{equation}
x\,\phi'(x)=g'(1)\equiv c,\qquad \phi(x)=c\ln x+\text{const}.
\label{eq:log}
\end{equation}
Equipartition fixes $c$. From $U=-T^2\,\partial(F/T)/\partial T$ and $\partial\ln x/\partial T=-1/T$, one mode has $U=ckT$. A classical oscillator has $U=kT$, so $c=1$. The constant cancels between equal numbers of modes, and the high-temperature law is
\begin{equation}
\Delta F\equiv F_B-F_A\simeq kT\Big(\sum_{B}\ln\omega-\sum_{A}\ln\omega\Big).
\label{eq:law}
\end{equation}
This is often written $kT\sum\ln(\omega_B/\omega_A)$. No physical pairing of modes is implied: any pairing gives the same sum.

Sums below are per formula unit. With $n$ atoms per formula unit there are $3n$ modes, and a sum over them means a sum over phonon branches, averaged over the Brillouin zone and divided by the number of formula units in the cell. The three rigid translations of the whole crystal are left out; their share per formula unit vanishes for a large crystal. Acoustic frequencies vanish as the wavevector $q\to0$, but $\int q^2\ln q\,dq$ converges there, so the logarithmic average is finite in three dimensions.

If the atom counts differed, with $M_A$ and $M_B$ modes, equation~\eqref{eq:dim} would leave the term $-(M_B-M_A)kT\ln(kT/\hbar)$ beside the logarithms of frequency. That term measures the unequal amounts of material and says nothing about their relative stability.

\subsection{The quantum oscillator and the size of the error}

The dimensional argument does not say how hot is hot enough. For that we sum the levels $(m+\tfrac12)\hbar\omega$ of one oscillator as a geometric series:
\begin{equation}
Z=\sum_{m=0}^{\infty}e^{-(m+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
\label{eq:Z}
\end{equation}
Since $F=-kT\ln Z$, the function in \eqref{eq:dim} is
\begin{equation}
\phi(x)=\ln\!\big[2\sinh(x/2)\big]=\ln x+\ln\frac{\sinh y}{y},\qquad y=\frac{x}{2}.
\label{eq:phi}
\end{equation}
The last logarithm is the whole quantum correction. The product formula $\sinh y/y=\prod_{m\ge1}(1+y^2/m^2\pi^2)$ turns it into a sum:
\begin{equation}
\ln\frac{\sinh y}{y}=\sum_{m=1}^{\infty}\ln\!\Big(1+\frac{y^2}{m^2\pi^2}\Big).
\label{eq:prod}
\end{equation}
For $u\ge0$ we have $u-u^2/2\le\ln(1+u)\le u$. With $\sum m^{-2}=\pi^2/6$ and $\sum m^{-4}=\pi^4/90$, equation~\eqref{eq:prod} gives
\begin{equation}
\frac{x^2}{24}-\frac{x^4}{2880}\;\le\;\phi(x)-\ln x\;\le\;\frac{x^2}{24},
\label{eq:bounds}
\end{equation}
because $y^2/6=x^2/24$ and $y^4/180=x^4/2880$. The bounds hold at every temperature. The two terms on the left are also the first terms of the power series, which converges for $x<2\pi$, where $u<1$ in every factor.

Subtracting the two crystals gives
\begin{equation}
\Delta F=kT\,\Delta\!\sum\ln\omega+\frac{\hbar^2}{24kT}\,\Delta\!\sum\omega^2+O(T^{-3}),
\label{eq:main}
\end{equation}
where $\Delta\sum$ is the sum for B minus the sum for A. Every term of \eqref{eq:prod} is non-negative, so each mode's correction $\phi(x)-\ln x$ lies between 0 and the upper bound $x^2/24$ of \eqref{eq:bounds}. The full quantum correction to $\Delta F$ therefore lies between $-\hbar^2\sum_A\omega^2/24kT$ and $+\hbar^2\sum_B\omega^2/24kT$.

A small $x$ makes the correction to each crystal small compared with $kT$. It does not by itself make the \emph{relative} error of the difference small, since the logarithmic sums may nearly cancel. The ratio of the second term of \eqref{eq:main} to the first is
\begin{equation}
\rho=\frac{\hbar^2\,\Delta\sum\omega^2}{24(kT)^2\,\Delta\sum\ln\omega},
\label{eq:rho}
\end{equation}
and $|\rho|\ll1$ must be checked for two similar polymorphs. It is sufficient only if the higher terms of \eqref{eq:main} are also negligible beside the first: $\rho$ vanishes whenever the two sums of squares agree, even in the cold.

\subsection{Zero-point energy, entropy and the cold limit}

The free energy is often split into a zero-point part $\hbar\omega/2$ and a thermal part $kT\ln(1-e^{-x})$. From $1-e^{-x}=2e^{-x/2}\sinh(x/2)$,
\begin{equation}
kT\ln(1-e^{-x})=kT\,\phi(x)-\frac{\hbar\omega}{2}.
\label{eq:zpe}
\end{equation}
The thermal part thus contains $-\hbar\omega/2$ at any temperature, and the sum of both parts tends to $kT\ln x$. The zero-point difference must not be added to \eqref{eq:law}. In the opposite limit, $T\to0$, the thermal part vanishes and $\Delta F\to\tfrac12\hbar\,\Delta\sum\omega$. Cold crystals are compared by a linear sum of frequencies, hot ones by a logarithmic sum, and the two can rank the polymorphs differently.

Differentiation of \eqref{eq:main} gives the entropy and energy:
\begin{align}
\Delta S&=-\frac{\partial\Delta F}{\partial T}\simeq-k\,\Delta\!\sum\ln\omega+\frac{\hbar^2}{24kT^2}\Delta\!\sum\omega^2,\label{eq:S}\\
\Delta U&=\Delta F+T\Delta S\simeq\frac{\hbar^2}{12kT}\,\Delta\!\sum\omega^2 .\label{eq:U}
\end{align}
In \eqref{eq:U} the logarithmic terms cancel and the two quantum terms add. The hot difference is therefore entropic: both crystals hold $3nkT$ of vibrational energy, but the softer one explores more configurations.

\subsection{Why the masses drop out}

Let $\Phi_{\mathbf q}$ be the matrix of force constants at wavevector $\mathbf q$. The squared frequencies are the eigenvalues of $D_{\mathbf q}=M^{-1/2}\Phi_{\mathbf q}M^{-1/2}$, where $M$ is diagonal and holds each atomic mass three times. The product of eigenvalues is the determinant, so
\begin{equation}
\sum_j\ln\omega_{\mathbf qj}=\tfrac12\ln\det D_{\mathbf q}
=\tfrac12\ln\det\Phi_{\mathbf q}-\tfrac32\sum_a\ln m_a ,
\label{eq:det}
\end{equation}
with $a$ running over the atoms of the cell. Per formula unit the mass term is the same in both polymorphs and cancels. To leading order $\Delta F$ depends on the stiffness of the two structures and not on the masses; these return in the $1/T$ term.

The determinant also has a mechanical meaning. Take equal cells, change the force constants gradually as $\Phi_\lambda=(1-\lambda)\Phi_A+\lambda\Phi_B$, and use $d\ln\det\Phi_\lambda=\mathrm{Tr}(\Phi_\lambda^{-1}d\Phi_\lambda)$. At each wavevector
\begin{equation}
\frac{kT}{2}\ln\frac{\det\Phi_B}{\det\Phi_A}
=\int_0^1\!\frac{kT}{2}\,\mathrm{Tr}\big[\Phi_\lambda^{-1}(\Phi_B-\Phi_A)\big]\,d\lambda .
\label{eq:work}
\end{equation}
Classical displacements have the covariance $kT\,\Phi_\lambda^{-1}$, so the integrand is the mean rate of change of the potential energy with $\lambda$. The free-energy difference is the reversible work of stiffening the springs.

\subsection{Mean frequencies}

Define the geometric mean by $\ln\bar\omega=(3n)^{-1}\sum\ln\omega$. Then \eqref{eq:law} becomes
\begin{equation}
\Delta F\simeq3n\,kT\ln(\bar\omega_B/\bar\omega_A).
\label{eq:geo}
\end{equation}
If both spectra have the Debye form, with density $3\omega^2/\omega_D^3$ up to $\omega_D$, then
\begin{equation}
\ln\bar\omega=\int_0^{\omega_D}\frac{3\omega^2}{\omega_D^3}\ln\omega\,d\omega=\ln\omega_D-\tfrac13 .
\label{eq:debye}
\end{equation}
The constant cancels, and the ratio of Debye temperatures may replace the ratio of geometric means. This holds for any two spectra of the same shape, but polymorphs need not have spectra of the same shape.

The law fails if a frequency is imaginary, since the harmonic crystal then has no equilibrium. It also fails for a very soft mode, whose logarithm tends to $-\infty$ while the real displacement is limited by anharmonic forces.

\subsection{Example: a spring model with C49 and C54 geometries}

Titanium disilicide has two forms, C49 and C54, each with two formula units in the primitive cell. We take A = C49, B = C54 and $n=3$. The rough orthorhombic cell lengths $(a,b,c)$ are $(0.356,1.36,0.356)$~nm for C49, which is C-centred, and $(0.827,0.48,0.855)$~nm for C54, which is F-centred. In fractions of these lengths the C49 atoms lie at $\pm(0,y,\tfrac14)$, with $y=0.102$ for Ti and $y=-0.248,\,0.446$ for Si. In C54, Ti lies at $(0,0,0)$ and $(\tfrac14,\tfrac14,\tfrac14)$, and Si at $(\pm x_s,0,0)$ and $(\tfrac14\pm x_s,\tfrac14,\tfrac14)$ with $x_s=0.336$.

All atom pairs closer than 0.50~nm are joined by unstressed central springs, with one chosen law for both forms and all species:
\begin{equation}
k_s(r)=k_0e^{-(r-r_0)/L},
\label{eq:spring}
\end{equation}
where $k_0=80$~N/m, $r_0=0.25$~nm and $L=0.030$~nm. The masses are 47.867~u and 28.085~u. Diagonalizing $D_{\mathbf q}$ on a $10\times10\times10$ wavevector mesh that avoids $\mathbf q=0$ gives these phonon energies:
\begin{center}
\begin{tabular}{lcc}
 & C49 & C54\\
highest $\hbar\omega$ (meV) & 67.5 & 59.1\\
arithmetic mean (meV) & 35.83 & 34.88\\
geometric mean (meV) & 32.84 & 32.60\\
$\sum(\hbar\omega)^2$ (meV$^2$) & 13390 & 12207
\end{tabular}
\end{center}
The sum of logarithms differs by $-0.0663$. At 1000~K, $kT=86.17$~meV, and \eqref{eq:main} gives, per formula unit,
\begin{align}
kT\,\Delta\!\sum\ln\omega&=86.17\times(-0.0663)=-5.7~\text{meV},\label{eq:n1}\\
\frac{\hbar^2\Delta\sum\omega^2}{24kT}&=\frac{12207-13390}{24\times86.17}=-0.57~\text{meV}.\label{eq:n2}
\end{align}
The first term is $-0.55$~kJ/mol. A finer $14\times14\times14$ mesh changes it by 0.02~meV. The converged logarithmic difference is $-0.0659$, so at 1000~K the log law and the full value below move by about 0.04~meV, to $-5.68$ and $-6.25$~meV; the second decimal in the table belongs to the $10\times10\times10$ mesh. The full oscillator sum compares with the two terms as follows, in meV:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & full $\Delta F$ & log law & $1/T$ term\\
300 & $-3.47$ & $-1.71$ & $-1.91$\\
600 & $-4.36$ & $-3.43$ & $-0.95$\\
1000 & $-6.28$ & $-5.72$ & $-0.57$\\
1400 & $-8.41$ & $-8.00$ & $-0.41$
\end{tabular}
\end{center}
At 1000~K the law falls short of the full harmonic value by 9\%, and at 300~K by half. The cause is the near cancellation described by \eqref{eq:rho}: the logarithmic sums differ by only 0.066 over nine modes, while the sum of squares for C54 is 9\% below that for C49. Setting $\rho=1$ gives $kT=\sqrt{1183/(24\times0.0663)}\approx27$~meV, or about 320~K. By \eqref{eq:S} the two-term entropy difference changes sign at the same temperature. This is a rough estimate of where $\Delta F$ turns: from the zero-point value $-4.3$~meV it rises to a maximum and then falls. The full sums put the maximum lower, near 270~K; at 300~K they give $T\Delta S=\Delta U-\Delta F=-3.23+3.47=0.24$~meV, which is already positive.

At 1000~K the zero-point part, $-4.3$~meV, and the thermal part, $-2.0$~meV, add to the full $-6.3$~meV. Adding the zero-point part to the log law instead would give $-10.0$~meV. Arithmetic means in \eqref{eq:geo} would give $-20.9$~meV in place of $-5.7$~meV, because the C49 spectrum is the more spread: its arithmetic mean exceeds its geometric mean by 9\%, against 7\% for C54.

\subsection{Phase balance and neglected effects}

Stability depends on the static energy difference $\Delta E=E_B-E_A$ as well. In this model the phases balance at 1000~K if $\Delta E=+6.3$~meV; C54 is then favoured on heating. Here $\Delta U=-1.13$~meV, so the entropy difference is $(6.28-1.13)/1000=0.0052$~meV/K, and an error of 1~meV in $\Delta E$ moves the balance temperature by roughly 190~K. A 1\% error in all frequencies of one phase costs $9kT\ln1.01=7.7$~meV, more than the whole difference.

Thermal expansion lowers each free energy. For a small volume strain $e$, let $B$ be the bulk modulus, $V$ the volume per formula unit and $G=-d\sum\ln\omega/de$. Then
\begin{equation}
F(e)-F(0)=\tfrac12BVe^2-kTGe,\qquad F_{\min}-F(0)=-\frac{(kTG)^2}{2BV},
\label{eq:exp}
\end{equation}
the minimum lying at $e=kTG/BV$. We let the springs follow \eqref{eq:spring} at each volume, without stress. Finite volume changes, with all atomic positions scaled uniformly, then give $G/9=1.49$ for C49 and 1.51 for C54, and straining all three cell axes equally, with the atoms free to relax in the cell, gives $B=135$ and 144~GPa. These are values for a fixed cell shape; under pressure the shape can also relax, which lowers the bulk modulus, here to 128 and 140~GPa. With $V=0.0431$ and 0.0424~nm$^3$, equation~\eqref{eq:exp} yields $-18.4$ and $-18.1$~meV at 1000~K. Minimizing numerically, with $\sum\ln\omega$ recomputed at several volumes, yields $-18.05$ and $-17.71$~meV, which differ by only 0.3~meV. The sign of so small a difference is not reliable, because the atoms relax in the calculation of $B$ but not in that of $G$, and the cell shape is held fixed. If the same quadratic estimate is minimized over the three axial strains and the atomic coordinates together, it gives $-18.0$ and $-18.4$~meV, a difference of about $-0.5$~meV. All these numbers also keep the elastic energy quadratic, although the strain is about 3\%. The near cancellation rests on the two phases having similar $G$ and $BV$. Since the energy varies as $G^2$, a 10\% change of $G$ in one phase would shift $\Delta F$ by nearly 4~meV.

Both forms are metals. For a constant density of states $g$ (both spins, per formula unit) about the Fermi level, electrons and holes contribute equally:
\begin{equation}
F_{\rm el}=-2g(kT)^2\!\int_0^\infty\!\ln(1+e^{-u})\,du=-\frac{\pi^2}{6}g(kT)^2 ,
\label{eq:el}
\end{equation}
the integral being $\pi^2/12$. A chosen excess of 0.3 states per eV in C54 gives $-3.7$~meV at 1000~K, over half of the vibrational term.

In silicide processing, C49 typically forms first and is converted to C54 by annealing at very roughly 1000~K. The conversion is not undone on cooling, so this temperature is not an equilibrium balance temperature. The model's sign agrees with the direction of the change, but this is no evidence for the model. Lengthening every C49 cell edge by only 0.2\% gives $e=0.006$ and lowers the C49 logarithmic sum by about $Ge=13.4\times0.006=0.08$. That outweighs the difference of 0.066 and reverses the sign, and the rough cell lengths used here are not meant to be so accurate. The sign also depends on the chosen decay length: at 1000~K the log law gives about $-16$~meV for $L=0.025$~nm and $+0.4$~meV for $L=0.035$~nm. Real bonds need not share one spring law. Conversion in a film also depends on nucleation, interfaces and stress, which are not sized here; nor are defects and anharmonicity at fixed volume. For real polymorphs the law is a useful estimate of the harmonic vibrational part when $|\rho|\ll1$, the higher quantum terms are negligible too, and the errors in both logarithmic sums, multiplied by $kT$, are small compared with the free-energy difference sought.
